# Configurational entropy of cubic Ge2Sb2Te5 and what it lowers

## Problem

Cubic Ge2Sb2Te5 has the rocksalt structure. Tellurium fills one of the two sublattices. On the other, the cation sublattice, 40 percent of the sites hold Ge, 40 percent hold Sb and 20 percent are vacant, with no order in the occupation.

(a) Find the ideal configurational contribution to the free energy, per atom, at 600 K.

(b) By how much does the free energy then lie below that of an ordered crystal of the same composition?

The algebra is in atomic units, with energies in hartree and Boltzmann's constant \(k\) in hartree per kelvin. Numbers are in meV, with \(kT=51.70\) meV at 600 K.

## A tempting solution

Treat the cation sublattice as a random mixture of three species with fractions \(x_{\rm Ge}=x_{\rm Sb}=0.4\) and \(x_{\rm V}=0.2\). The entropy per cation site, in units of \(k\), is

\[
s=-\sum_i x_i\ln x_i=-0.8\ln 0.4-0.2\ln 0.2=1.0549 .
\]

The Te sublattice has one arrangement and adds nothing. Half of all sites are cation sites, so the entropy per atom is \(s/2\), and

\[
TS=\tfrac12\,(51.70\ \text{meV})(1.0549)=27.27\ \text{meV}.
\]

The random crystal therefore lies 27.27 meV per atom below the ordered one.

## Where it fails

The value of \(s\) is right, but two later steps are not.

The first fault is in the division. The factor \(1/2\) converts from cation sites to lattice sites, and a vacant site is not an atom. One formula unit occupies ten sites, five on each sublattice, but contains \(2+2+5=9\) atoms. A vacancy contributes to the number of arrangements but not to the number of atoms.

The second fault is in the last sentence. An entropy term equals a free-energy difference only if the energies of the two states are equal. Nothing in the counting says that disorder costs no energy.

## Solution of (a)

Assume that Te stays on its own sublattice, that the composition is fixed, and that all arrangements of the cations and vacancies are equally likely. For \(N\) cation sites their number is

\[
W=\frac{N!}{N_{\rm Ge}!\,N_{\rm Sb}!\,N_{\rm V}!},\qquad N_i=x_iN .
\]

Stirling's formula, \(\ln n!=n\ln n-n+\tfrac12\ln(2\pi n)+O(1/n)\), gives

\[
\begin{aligned}
\ln W={}&N\ln N-N+\tfrac12\ln(2\pi N)\\
&-\sum_i\left[x_iN\ln(x_iN)-x_iN+\tfrac12\ln(2\pi x_iN)\right]+O(1/N).
\end{aligned}
\]

Since \(\sum_i x_i=1\), the terms \(N\ln N\) cancel, and so do the terms \(N\). Of the logarithms \(\tfrac12\ln(2\pi N)\), one enters with a plus sign and three with a minus sign, which leaves \(-\ln(2\pi N)\). Hence

\[
\ln W=Ns-\ln(2\pi N)-\tfrac12\ln(x_{\rm Ge}x_{\rm Sb}x_{\rm V})+O(1/N).
\]

In a large crystal the first term dominates, and the entropy per cation site is \(ks\).

Each cation site is accompanied by one Te atom and itself holds \(1-x_{\rm V}\) atoms on average, which makes \(2-x_{\rm V}=9/5\) atoms. The entropy per atom is therefore

\[
S=\frac{ks}{2-x_{\rm V}}=-\frac59\,k\sum_i x_i\ln x_i=0.5861\,k ,
\]

and the contribution to the free energy is

\[
-TS=-(51.70\ \text{meV})(0.5861)=-30.30\ \text{meV per atom},
\]

or \(-0.001114\) hartree per atom. Without vacancies and with equal amounts of Ge and Sb, the same formula gives \(\tfrac12k\ln2\) per atom. In that limit the factor \(1/2\) of the tempting solution is correct.

**Two sources of the entropy.** Because \(x_{\rm Ge}=x_{\rm Sb}=(1-x_{\rm V})/2\), the Ge and Sb terms together are

\[
-(1-x_{\rm V})\ln\frac{1-x_{\rm V}}{2}=-(1-x_{\rm V})\ln(1-x_{\rm V})+(1-x_{\rm V})\ln 2 .
\]

Adding the vacancy term gives

\[
s=\underbrace{-x_{\rm V}\ln x_{\rm V}-(1-x_{\rm V})\ln(1-x_{\rm V})}_{0.5004}+\underbrace{(1-x_{\rm V})\ln2}_{0.5545}.
\]

The first part counts the ways to place the vacancies, and the second the ways to distribute Ge and Sb over the filled sites. At 600 K they contribute 14.37 and 15.93 meV per atom to \(TS\).

**Small simulation cells.** At this composition the corrections to \(Ns\) reduce \(\ln W\), because a cell of fixed composition excludes the composition fluctuations that a region of equal size has inside a large crystal. Exact counting gives \(TS=27.56\) meV per atom for 40 cation sites (72 atoms) and 30.10 meV for 1000. The deficit per atom falls roughly as \((\ln N)/N\).

## Solution of (b)

Let arrangement \(c\) have energy \(E_c\), and let \(E_{\min}\) be the lowest of these energies, that of the best ordered arrangement. The free energy of the whole crystal is

\[
F=-kT\ln Z,\qquad Z=\sum_{c=1}^{W}e^{-E_c/kT}.
\]

Three estimates of \(Z\) bound \(F\).

1. No term exceeds \(e^{-E_{\min}/kT}\), so \(Z\le We^{-E_{\min}/kT}\) and \(F\ge E_{\min}-kT\ln W\).
2. All terms are positive, so \(Z\) is at least as large as its largest term, and \(F\le E_{\min}\).
3. The exponential is convex, so its mean is at least the exponential of the mean: \(Z/W\ge e^{-\langle E\rangle_{\rm r}/kT}\), where \(\langle E\rangle_{\rm r}\) is the mean over all arrangements with equal weight. Hence \(F\le\langle E\rangle_{\rm r}-kT\ln W\).

The first two give

\[
0\le E_{\min}-F\le kT\ln W .
\]

The answer to (b) is thus a bound: at 600 K the free energy lies below that of the best ordered arrangement by at most 30.30 meV per atom. The full amount is reached when all arrangements have equal energy.

A ring of ten cation sites shows the bounds at work. It has 3150 arrangements, few enough to list. Let neighbours on the ring have the pair energies 20 (Ge–Ge), −10 (Ge–Sb), 30 (Sb–Sb), 5 (Ge–vacancy), 0 (Sb–vacancy) and 100 meV (vacancy–vacancy). For the whole ring, \(E_{\min}=-50.0\), \(\langle E\rangle_{\rm r}=62.2\) and \(kT\ln W=416.5\) meV. The bounds place \(F\) between \(-466.5\) and \(-354.3\) meV, and the full sum gives \(-383.2\) meV. The lowering is 333.2 meV, less than \(kT\ln W\).

## How much an energy cost takes away

Suppose that two vacancies on opposite sides of one Te atom cost an energy \(V>0\), and that nothing else depends on the arrangement. With \(P\) the number of such facing pairs, \(E=VP\).

The lowest energy is zero. Facing cation sites are separated by the lattice constant \(a\) along a cube axis. The projection of this step on the [111] direction is \(a/\sqrt3\), the spacing of the cation (111) planes, so facing sites lie in adjacent planes. If the vacancies fill every fifth cation plane, no two of them face each other.

In the uncorrelated crystal each cation site has six facing neighbours, hence three pairs per site, and a pair is doubly vacant with probability \(x_{\rm V}^2=0.04\). With the chosen value \(V=100\) meV, the mean energy is

\[
\tfrac59\cdot3\cdot0.04\cdot100\ \text{meV}=6.67\ \text{meV per atom}.
\]

By the third estimate, the lowering below layered order is at least \(30.30-6.67=23.63\) meV per atom.

The equilibrium crystal does better, because it avoids some of the facing pairs. Differentiating \(F=-kT\ln\sum_c e^{-VP_c/kT}\) gives \(dF/dV=\langle P\rangle_V\), the thermal mean at coupling \(V\), and therefore

\[
F(V)=-kT\ln W+\int_0^V\langle P\rangle_{V'}\,dV' .
\]

Metropolis Monte Carlo at fixed composition, on 125 cation sites, gives 3.34 meV per atom for the integral, with a sampling uncertainty of about 0.01 meV. Of this, 1.20 meV is the energy of the remaining facing pairs and 2.14 meV is \(TS\) lost to correlation. The lowering below layered order is then

\[
30.30-3.34\approx27.0\ \text{meV per atom}.
\]

The cell is small. With 13 824 cation sites the integral is 3.42 meV, of which 1.16 meV is energy and 2.26 meV is lost \(TS\), and the lowering becomes 26.9 meV. That this is near the 27.27 meV of the tempting solution is a coincidence of the chosen \(V\).

**An independent estimate.** Let \(y_{11}\), \(y_{10}\) and \(y_{00}\) be the probabilities that a facing pair is vacant–vacant, vacant–filled (in a given order) and filled–filled. The site fractions fix \(y_{10}=x_{\rm V}-y_{11}\) and \(y_{00}=1-2x_{\rm V}+y_{11}\). The pair approximation writes the probability of an arrangement as the product of its site probabilities and, for each facing pair, a factor \(y_{ij}/(x_ix_j)\), where \(x_1=x_{\rm V}\) and \(x_0=1-x_{\rm V}\). This neglects closed loops of pairs. It also treats all cation sites as equivalent. At 600 K this uniform solution becomes unstable against alternating vacancy order at \(V\approx105\) meV, so the chosen \(V\) lies just inside its range. Averaging minus the logarithm of that product gives the entropy, and the free energy per cation site becomes

\[
f=3Vy_{11}-kTs+3kT\sum_{i,j}y_{ij}\ln\frac{y_{ij}}{x_ix_j}.
\]

When \(y_{11}\) grows by \(\delta\), \(y_{00}\) grows by \(\delta\) and both vacant–filled probabilities fall by \(\delta\). The terms in \(x_i\) then cancel, and \(df/dy_{11}=0\) becomes

\[
V+kT\ln\frac{y_{11}y_{00}}{y_{10}^2}=0,\qquad \frac{y_{11}y_{00}}{y_{10}^2}=e^{-V/kT}.
\]

The solution gives a cost of 3.57 meV per atom, 7 percent above the Monte Carlo value. The energy part alone, 1.45 meV, differs by about 20 percent. The small Monte Carlo cell accounts for about a third of the difference in the cost, since the larger cell gives 3.42 meV. It does not explain the difference in the energy part, which the larger cell slightly widens. What remains comes from the closed loops that the pair approximation neglects.

**A different reference.** If the ordered crystal has its vacancies in layers but keeps Ge and Sb mixed at random, it already possesses the 15.93 meV of mixing entropy. The lowering relative to it is \(14.37-3.34\approx11.0\) meV per atom in this model. A quoted entropy gain is incomplete until the reference is named.

## Beside the real material

The composition is that of the compound, and 600 K lies between the temperatures at which the amorphous film crystallizes and the crystal melts. The cubic phase is metastable there; the stable crystal is layered. That crystal has a different stacking and is not one of the \(W\) rocksalt arrangements counted above, so the bound \(F\le E_{\min}\) does not refer to it. Being stable, it lies below the cubic phase in free energy. In real samples the arrangements do not all have equal energies, so the ideal value is only an upper bound on the lowering below the best ordered arrangement, and only as long as vibrations and electronic entropy are left out. The value \(V=100\) meV is a chosen scale, not a computed property of Ge2Sb2Te5, and it removes about 3 of the 30 meV.

Vibrations can matter as much. A classical oscillator has free energy \(kT\ln(\hbar\omega/kT)\), so if disorder lowered all frequencies by an assumed 3 percent, the three modes per atom would add \(3kT\ln0.97=-4.72\) meV per atom. Quantum oscillators of 15 meV give \(-4.76\) meV. Stiffening would have the opposite sign. At moderate hole densities the entropy of the holes matters less: for a rough density of \(10^{20}\) cm\(^{-3}\) in a parabolic band of free-electron mass, with a lattice constant of roughly 6 Å, their entire \(TS\) is 0.35 meV per atom. It grows with density and mass, to about 1.1 meV at \(10^{21}\) cm\(^{-3}\) and about 2.7 meV if the mass is also tripled.

All of this presumes that atoms can exchange sites. In a sample crystallized by a short heating pulse, or cooled to room temperature, the arrangement may be frozen in. The formula still returns 15.15 meV per atom at 300 K, but the crystal then cannot choose between order and disorder, and its arrangement reflects its thermal history. The remaining values are in the numerical output.

## Computed values

```
temperature: 600 K
kT: 51.70 meV
cation-site fractions Ge, Sb, vacancy: 0.4 0.4 0.2
entropy per cation site: 1.0549 k
  vacancy placement share: 0.5004 k
  Ge/Sb mixing share: 0.5545 k
entropy per atom: 0.5861 k
T*S per atom, formula: 30.30 meV
T*S per atom, formula: 0.001114 hartree
T*S per atom, exact count, 20000 cation sites: 30.29 meV
T*S per cation site: 54.54 meV
T*S per lattice site of either kind: 27.27 meV
vacancy share of T*S per atom: 14.37 meV
Ge/Sb share of T*S per atom: 15.93 meV
T*S per atom at 300 K: 15.15 meV
T*S per atom at 450 K: 22.73 meV
T*S per atom at 750 K: 37.88 meV
T*S per atom, cell of 10 cation sites, 600 K: 23.14 meV
T*S per atom, cell of 40 cation sites, 600 K: 27.56 meV
T*S per atom, cell of 100 cation sites, 600 K: 28.94 meV
T*S per atom, cell of 1000 cation sites, 600 K: 30.10 meV
arrangements listed for 10 cation sites: 3150
ring, lowest energy: -50.0 meV
ring, random mean energy: 62.2 meV
ring, kT ln W: 416.5 meV
ring, free energy: -383.2 meV
vacancy-pair energy V (chosen): 100 meV
facing vacancy pairs in layered order: 0
random energy cost per atom: 6.67 meV
Monte Carlo cell: 125 cation sites, 400 copies
free-energy cost per atom, Monte Carlo: 3.34 meV
free-energy cost per atom, pair approx.: 3.57 meV
energy part per atom, Monte Carlo: 1.20 meV
energy part per atom, pair approx.: 1.45 meV
lost T*S per atom, Monte Carlo: 2.14 meV
lost T*S per atom, pair approx.: 2.12 meV
net lowering below layered order per atom: 27.0 meV
mode energy (chosen): 15 meV
vibrational softening (chosen): 3 percent
vibrational shift per atom, classical: -4.72 meV
vibrational shift per atom, quantum: -4.76 meV
lattice constant (rough): 6.0 angstrom
hole density (rough): 1e+20 cm^-3
entropy per hole: 2.28 k
hole T*S per atom: 0.35 meV
```
